# Solving the Redhead equation for a first-order hydrogen desorption peak: verification in Python

```python
"""
Result under test: a first-order desorption peak at temperature Tp, recorded
with linear heating rate beta and prefactor nu, has the desorption energy E
that solves  E/(k Tp^2) = (nu/beta) exp(-E/(k Tp)).
For Tp = 800 K, beta = 2 K/s, nu = 1e15 1/s this gives about 2.55 eV.

Symbols: k Boltzmann constant (eV/K), theta coverage, x = E/(k Tp),
L = ln(nu Tp/beta).  The independent road integrates the rate law
d(theta)/dt = -nu exp(-E/(k T)) theta^order and finds the maximum of the rate.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expn, lambertw

k = constants.k / constants.e
Tp, beta, nu = 800.0, 2.0, 1.0e15
T_start, T_end = 300.0, 1100.0
step = 0.2
T_grid = np.linspace(500.0, 1100.0, 3001)


def simulate(E, prefactor, heating, order=1, theta0=1.0):
    """Return ln(theta) and ln(rate) on T_grid from the rate law."""
    def slope(T, y):
        return -(prefactor / heating) * np.exp(-E / (k * T)
                                               + (order - 1) * y)
    sol = solve_ivp(slope, (T_start, T_end), [np.log(theta0)],
                    method="DOP853", t_eval=T_grid, max_step=5.0,
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    log_theta = sol.y[0]
    log_rate = np.log(prefactor) - E / (k * T_grid) + order * log_theta
    return log_theta, log_rate


def simulated_peak(E, prefactor, heating, order=1, theta0=1.0):
    """Temperature of the largest rate, refined by a three-point parabola."""
    log_rate = simulate(E, prefactor, heating, order, theta0)[1]
    i = int(np.argmax(log_rate))
    assert 0 < i < len(T_grid) - 1
    left, mid, right = log_rate[i - 1:i + 2]
    return T_grid[i] + 0.5 * step * (left - right) / (left - 2 * mid + right)


def energy_from_simulation(peak, prefactor, heating):
    """Energy whose simulated spectrum has its maximum at the given peak."""
    return brentq(lambda E: simulated_peak(E, prefactor, heating) - peak,
                  2.0, 2.9, xtol=1e-9)


def energy_from_redhead(peak, prefactor, heating):
    """Energy from the closed solution of the peak condition."""
    return k * peak * lambertw(prefactor * peak / heating).real


# Main result: closed solution against the simulated spectrum
L = np.log(nu * Tp / beta)
E = energy_from_redhead(Tp, nu, beta)
x = E / (k * Tp)
E_sim = energy_from_simulation(Tp, nu, beta)
assert abs(E - E_sim) < 1e-5
assert abs(E - 2.55) < 0.006

# Substitution into the two sides of the peak condition
rate_constant = nu * np.exp(-E / (k * Tp))
balance = beta * E / (k * Tp**2)
assert abs(rate_constant / balance - 1) < 1e-9

# Hand iteration: alternating approach with error factor close to -1/x
iterates = [L]
for _ in range(4):
    iterates.append(L - np.log(iterates[-1]))
x_sim = E_sim / (k * Tp)
assert iterates[1] < x_sim < iterates[2]
error_ratio = (iterates[2] - x) / (iterates[1] - x)
assert abs(error_ratio * x + 1) < 0.01

# The rate has one maximum only
log_theta, log_rate = simulate(E, nu, beta)
signs = np.sign(np.diff(log_rate))
assert np.count_nonzero(np.diff(signs)) == 1 and signs[0] > 0

# Initial coverage: no shift for first order, a clear shift for second order
first_full = simulated_peak(E, nu, beta, 1, 1.0)
first_low = simulated_peak(E, nu, beta, 1, 0.2)
second_full = simulated_peak(E, nu, beta, 2, 1.0)
second_low = simulated_peak(E, nu, beta, 2, 0.2)
assert abs(first_full - first_low) < 1e-3
assert second_low - second_full > 5.0

# Coverage left at the peak, and the negligible loss below the start
theta_peak = np.exp(-x * np.exp(x) * expn(2, x))
theta_peak_sim = np.exp(np.interp(Tp, T_grid, log_theta))
assert abs(theta_peak - theta_peak_sim) < 1e-6
lost_below_start = nu * T_start / beta * expn(2, E / (k * T_start))
assert lost_below_start < 1e-12

# Sensitivities against differences of simulated energies
dE_dlnnu = k * Tp * x / (1 + x)
dE_dTp = k * x * (x + 2) / (x + 1)
E_sim_low = energy_from_simulation(Tp, 1e14, beta)
E_sim_high = energy_from_simulation(Tp, 1e16, beta)
assert abs((E_sim_high - E_sim_low) / (2 * np.log(10)) / dE_dlnnu - 1) < 1e-3
difference = (energy_from_simulation(Tp + 5, nu, beta)
              - energy_from_simulation(Tp - 5, nu, beta)) / 10
assert abs(difference / dE_dTp - 1) < 1e-3

# Energies for other assumed prefactors
other = {p: energy_from_redhead(Tp, p, beta) for p in (1e13, 1e14, 1e16)}
assert abs(other[1e13] - energy_from_simulation(Tp, 1e13, beta)) < 1e-5
assert abs(other[1e14] - E_sim_low) < 1e-5
assert abs(other[1e16] - E_sim_high) < 1e-5

# Short formula with the constant 3.64 in place of ln x
E_short = k * Tp * (L - 3.64)
assert abs(E_short - E_sim) < 0.005

# Two heating rates give energy and prefactor without assuming either
b1, b2 = 0.5, 8.0
T1, T2 = simulated_peak(E, nu, b1), simulated_peak(E, nu, b2)
E_two = k * np.log(T1**2 * b2 / (T2**2 * b1)) / (1 / T1 - 1 / T2)
nu_two = b1 * E_two / (k * T1**2) * np.exp(E_two / (k * T1))
assert abs(E_two - E) < 1e-4
assert abs(nu_two / nu - 1) < 0.01

print(f"Peak temperature Tp: {Tp:.0f} K")
print(f"Heating rate beta: {beta:.0f} K/s")
print(f"Prefactor nu: {nu:.0e} 1/s")
print(f"Boltzmann constant k: {k:.6e} eV/K")
print(f"k Tp: {k * Tp:.6f} eV")
print(f"nu Tp/beta: {nu * Tp / beta:.3e} (no unit)")
print(f"L = ln(nu Tp/beta): {L:.4f} (no unit)")
for n, value in enumerate(iterates):
    print(f"Iterate x{n}: {value:.5f} (no unit)")
print(f"Error ratio of x2 to x1: {error_ratio:.4f} (no unit)")
print(f"-1/x: {-1 / x:.4f} (no unit)")
print(f"Root x: {x:.5f} (no unit)")
print(f"ln x: {np.log(x):.4f} (no unit)")
print(f"Desorption energy E, Redhead equation: {E:.4f} eV")
print(f"Desorption energy E, simulated spectrum: {E_sim:.4f} eV")
E_molar = E * constants.e * constants.N_A / 1000
print(f"Desorption energy E, molar: {E_molar:.1f} kJ/mol")
print(f"Rate constant at peak: {rate_constant:.5f} 1/s")
print(f"beta E/(k Tp^2): {balance:.5f} 1/s")
print(f"Short formula with 3.64: {E_short:.4f} eV")
print(f"Short formula minus root: {1000 * (E_short - E):.2f} meV")
print(f"dE/d(ln nu): {dE_dlnnu:.5f} eV")
print(f"dE per factor 10 in nu: {dE_dlnnu * np.log(10):.4f} eV")
print(f"dE/dTp: {1000 * dE_dTp:.3f} meV/K")
for p, value in other.items():
    print(f"E if nu = {p:.0e} 1/s: {value:.4f} eV")
print(f"Coverage left at peak, theta/theta0: {theta_peak:.4f} (no unit)")
print(f"1/e: {np.exp(-1):.4f} (no unit)")
print(f"Simulation start temperature: {T_start:.0f} K")
print(f"Fraction lost below start: {lost_below_start:.1e} (no unit)")
print(f"First order peak, theta0 = 1.0: {first_full:.2f} K")
print(f"First order peak, theta0 = 0.2: {first_low:.2f} K")
print(f"Second order peak, theta0 = 1.0: {second_full:.2f} K")
print(f"Second order peak, theta0 = 0.2: {second_low:.2f} K")
print(f"Simulated peak at {b1} K/s: {T1:.2f} K")
print(f"Simulated peak at {b2} K/s: {T2:.2f} K")
print(f"E from two heating rates: {E_two:.4f} eV")
print(f"nu from two heating rates: {nu_two:.3e} 1/s")
print("checks complete")
```

Output:

```
Peak temperature Tp: 800 K
Heating rate beta: 2 K/s
Prefactor nu: 1e+15 1/s
Boltzmann constant k: 8.617333e-05 eV/K
k Tp: 0.068939 eV
nu Tp/beta: 4.000e+17 (no unit)
L = ln(nu Tp/beta): 40.5302 (no unit)
Iterate x0: 40.53024 (no unit)
Iterate x1: 36.82819 (no unit)
Iterate x2: 36.92398 (no unit)
Iterate x3: 36.92138 (no unit)
Iterate x4: 36.92145 (no unit)
Error ratio of x2 to x1: -0.0271 (no unit)
-1/x: -0.0271 (no unit)
Root x: 36.92145 (no unit)
ln x: 3.6088 (no unit)
Desorption energy E, Redhead equation: 2.5453 eV
Desorption energy E, simulated spectrum: 2.5453 eV
Desorption energy E, molar: 245.6 kJ/mol
Rate constant at peak: 0.09230 1/s
beta E/(k Tp^2): 0.09230 1/s
Short formula with 3.64: 2.5432 eV
Short formula minus root: -2.15 meV
dE/d(ln nu): 0.06712 eV
dE per factor 10 in nu: 0.1546 eV
dE/dTp: 3.266 meV/K
E if nu = 1e+13 1/s: 2.2368 eV
E if nu = 1e+14 1/s: 2.3909 eV
E if nu = 1e+16 1/s: 2.7000 eV
Coverage left at peak, theta/theta0: 0.3868 (no unit)
1/e: 0.3679 (no unit)
Simulation start temperature: 300 K
Fraction lost below start: 2.6e-28 (no unit)
First order peak, theta0 = 1.0: 800.00 K
First order peak, theta0 = 0.2: 800.00 K
Second order peak, theta0 = 1.0: 799.00 K
Second order peak, theta0 = 0.2: 833.34 K
Simulated peak at 0.5 K/s: 772.46 K
Simulated peak at 8.0 K/s: 829.52 K
E from two heating rates: 2.5453 eV
nu from two heating rates: 9.999e+14 1/s
checks complete
```
